# When does a drifting phase-change cell cross its read threshold?

**Question**

I am stuck on an exercise about multilevel phase-change memory. A cell drifts with exponent 0.05. One second after programming, its resistance is 1.5 times below a fixed read threshold. I have to show that it crosses the threshold after about 3300 seconds.

I tried two readings of the exponent. If 0.05 means a rise of 5 percent per second, a rise of 50 percent takes 10 seconds. If it means 5 percent for every factor of ten in time, and I add the percentages, I need ten decades, which is \(10^{10}\) seconds. Neither is near 3300.

What does the exponent mean, and why should the resistance follow such a law? I would also like to know how far to trust the answer for a real cell, since my two attempts differ so wildly.

**Answer**

The exponent compares fractional changes: it is the fractional change of resistance divided by the fractional change of time. Let \(t\) be the time since programming and \(R(t)\) the resistance at a fixed temperature and a fixed small read voltage. Drift with a constant exponent \(n\) means

\[
\frac{d\ln R}{d\ln t}=n .
\]

Since \(d\ln R=dR/R\) and \(d\ln t=dt/t\), this is the same as

\[
\frac{dR}{dt}=\frac{nR}{t}.
\]

The factor \(1/t\) is what your first reading leaves out. At \(t=1\) s the resistance does rise at 5 percent per second, but the rate then falls as the cell ages.

**From the exponent to the crossing time**

Call the first reading time \(t_1=1\) s and the resistance then \(R_1\). Separate the variables and integrate from \(t_1\) to \(t\):

\[
\int_{R_1}^{R}\frac{dR'}{R'}=n\int_{t_1}^{t}\frac{dt'}{t'}
\quad\Rightarrow\quad
\ln\frac{R}{R_1}=n\ln\frac{t}{t_1}.
\]

Taking the exponential of both sides gives the drift law

\[
R(t)=R_1\left(\frac{t}{t_1}\right)^{n}.
\]

Let the threshold be \(R_{\rm th}\) and write \(r=R_{\rm th}/R_1\). "1.5 times below the threshold" means \(r=1.5\). At the crossing time \(t_c\) the resistance equals the threshold, so

\[
r=\left(\frac{t_c}{t_1}\right)^{n}
\quad\Rightarrow\quad
\ln\frac{t_c}{t_1}=\frac{\ln r}{n}
\quad\Rightarrow\quad
t_c=t_1\,r^{1/n}.
\]

With \(n=0.05\), the power \(1/n\) is 20, and the calculation can be done by hand:

\[
1.5^5=7.594,\qquad 1.5^{10}=57.67,\qquad 1.5^{20}=3325 .
\]

Hence \(t_c=3325\) s, or about 55 minutes after programming. The wait after the first reading is one second shorter, which does not matter here.

Your second reading can now be repaired. In one decade of time the resistance is multiplied by \(10^{0.05}=1.122\), a rise of 12.2 percent, not 5 percent. These factors multiply, so the number of decades needed is

\[
\frac{\log_{10}1.5}{0.05}=3.52 .
\]

For a concrete cell, take \(R_1=200\) kΩ and \(R_{\rm th}=300\) kΩ. The law gives 224 kΩ at 10 s, 252 kΩ at 100 s, 283 kΩ at 1000 s and 317 kΩ at 10,000 s. The threshold lies between the last two.

Two limits help with the meaning of the formula. If the margin is very small, put \(r=1+\epsilon\) with \(\epsilon\ll n\). Then \(\ln r\approx\epsilon\), and

\[
t_c\approx t_1 e^{\epsilon/n}\approx t_1\left(1+\frac{\epsilon}{n}\right).
\]

This is the linear estimate you tried first. It needs \(\epsilon\ll0.05\), whereas your \(\epsilon\) is 0.5. In the other limit, \(n\to0\) with \(r>1\) held fixed, the crossing time goes to infinity, as it must for a cell that does not drift.

The starting time matters too. If the same ratio of 1.5 were found at 10 s instead of 1 s, with the same exponent, the crossing would come at 33,250 s. An older cell drifts more slowly in ordinary time.

**Why a power law is reasonable**

The amorphous material left by programming is not in its most stable structure. Small groups of atoms rearrange with time, and this is called structural relaxation. The following model shows how such events can produce the drift law. It does not predict the value of \(n\) from the material's composition.

Suppose that the events are independent and that each must cross an energy barrier \(E\). At temperature \(T\) an event has the rate \(f e^{-E/kT}\), where \(f\) is an attempt rate and \(k\) is Boltzmann's constant. The probability that it has happened by time \(t\) is \(1-e^{-x}\), with

\[
x=f t\,e^{-E/kT}.
\]

Let the barriers be spread evenly between \(E_{\rm low}\) and \(E_{\rm high}\), a range of width \(W\). The relaxed fraction is then

\[
s(t)=\frac1W\int_{E_{\rm low}}^{E_{\rm high}}\left(1-e^{-x}\right)dE .
\]

Differentiate with respect to \(\ln t\). At fixed \(E\), \(x\) is proportional to \(t\), so \(dx/d\ln t=x\), and

\[
\frac{ds}{d\ln t}=\frac1W\int_{E_{\rm low}}^{E_{\rm high}}x e^{-x}\,dE .
\]

Now change the variable from \(E\) to \(x\) at fixed \(t\). From the definition of \(x\), \(dE=-kT\,dx/x\). The minus sign is absorbed by exchanging the limits, because the highest barrier has the smallest \(x\):

\[
\frac{ds}{d\ln t}=\frac{kT}{W}\int_{x_{\rm high}}^{x_{\rm low}}e^{-x}\,dx
=\frac{kT}{W}\left(e^{-x_{\rm high}}-e^{-x_{\rm low}}\right).
\]

Here \(x_{\rm high}\) belongs to \(E_{\rm high}\) and \(x_{\rm low}\) to \(E_{\rm low}\). As long as the lowest barriers have long been crossed and the highest have hardly been touched, \(x_{\rm low}\gg1\) and \(x_{\rm high}\ll1\). The bracket is then close to 1, and

\[
\frac{ds}{d\ln t}\approx\frac{kT}{W}.
\]

Equal steps in \(\ln t\) therefore relax equal numbers of events.

To connect this with resistance, assume that conduction is thermally activated, \(R\propto e^{E_a/kT}\), with a constant prefactor. Assume also that complete relaxation would raise the activation energy \(E_a\) by a total amount \(D\), in proportion to \(s\). Then

\[
E_a(t)=E_{a1}+D\,[s(t)-s(t_1)]
=E_{a1}+\frac{D}{W}\,kT\ln\frac{t}{t_1},
\]

where \(E_{a1}\) is the value at \(t_1\). If the cell is read at the temperature at which it relaxes, dividing the rise by \(kT\) cancels that factor:

\[
\ln\frac{R}{R_1}=\frac{D}{W}\ln\frac{t}{t_1},
\qquad n=\frac{D}{W}.
\]

As an illustration, choose barriers from 0.2 to 1.4 eV, so \(W=1.2\) eV, and \(D=0.060\) eV. These values were chosen to give \(n=0.05\). The rise in activation energy needed to reach the threshold at 300 K is \(kT\ln1.5=0.0105\) eV, so a very small change in the energy is enough.

The even spread of barriers matters. Suppose instead that their density is proportional to \(E\), with the same range and the same \(D\). The integrand for \(ds/d\ln t\) gains a factor \(E/E_{\rm mean}\), where \(E_{\rm mean}=0.8\) eV. Using \(E=kT[\ln(ft)-\ln x]\) and \(\int_0^\infty e^{-x}\ln x\,dx=-\gamma\), with \(\gamma=0.577\), the local exponent becomes

\[
\frac{d\ln R}{d\ln t}=n\frac{E^*(t)}{E_{\rm mean}},
\qquad E^*(t)=kT[\ln(ft)+\gamma].
\]

For \(f=10^{13}\) s\(^{-1}\) and 300 K, it is 0.049 at 1 s and 0.062 at 3325 s. Drift then speeds up on a logarithmic time scale, until the highest barriers are reached. To find the new crossing, integrate the local exponent over \(L=\ln(t/t_1)\), with \(E^*=E_1^*+kTL\) and \(E_1^*=E^*(t_1)\):

\[
\frac{n}{E_{\rm mean}}\left(E_1^*L+\frac{kT}{2}L^2\right)=\ln r .
\]

The positive root is \(L=7.34\), which gives a crossing at about 1540 s. An exponent measured near 1 s can thus mislead when it is carried over three decades.

**How sharp is the answer?**

The result 3325 s follows from taking \(n=0.05\) as an exact number. To see what an uncertainty in \(n\) does, differentiate the logarithm of the crossing time at fixed \(r\):

\[
\frac{d\ln t_c}{dn}=-\frac{\ln r}{n^2}
=-\frac{0.4055}{0.0025}=-162 .
\]

A change of 0.005 in \(n\) therefore changes \(\ln t_c\) by about 0.81. That is no longer a small change, so it is better to use the full formula. It gives 8190 s for \(n=0.045\) and 1590 s for \(n=0.055\). These two exponents are the edges of the range that rounds to 0.05, so an exponent quoted to one figure leaves the crossing time uncertain by about this much.

Errors in resistance are amplified as well. If an effect multiplies the resistance needed for crossing by a factor \(g\), then

\[
t_c\to t_1(gr)^{1/n}=g^{1/n}\,t_c=g^{20}\,t_c .
\]

For example, if the later reading is 1 percent too high, the cell seems to cross when its true resistance is \(R_{\rm th}/1.01\). The crossing time is multiplied by \(1.01^{-20}=0.82\) and becomes about 2730 s.

**Reading at a different temperature**

Suppose that the cell relaxes at \(T=300\) K but is briefly read at another temperature \(T_r\). The structure has no time to respond to the change, but the current does. Keep \(R_1\) as the resistance at \(t_1\) and 300 K. In the relaxation model,

\[
\ln\frac{R}{R_1}=\frac{E_a(t)}{kT_r}-\frac{E_{a1}}{kT}.
\]

Insert \(E_a(t)=E_{a1}+nkT\ln(t/t_1)\) and collect the terms:

\[
\ln\frac{R}{R_1}
=\frac{E_{a1}}{k}\left(\frac1{T_r}-\frac1T\right)
+n\frac{T}{T_r}\ln\frac{t}{t_1}.
\]

The first term is the immediate effect of temperature, and the second is drift. Take \(E_{a1}=0.30\) eV, so that \(E_{a1}/k=3481\) K. At 295 K the first term is \(+0.197\), almost half of the available \(\ln1.5=0.405\). Setting the left side equal to \(\ln1.5\) gives

\[
\ln\frac{t_c}{t_1}=\frac{0.4055-0.1967}{0.05\times300/295}=4.11,
\]

so a read at 295 K finds the cell across the threshold after only 61 s. At 305 K the first term is \(-0.190\), and the crossing moves to \(1.8\times10^5\) s, about two days.

At 1 s the drift term is zero. Cooling to 289.9 K would then use up the whole margin by itself. These figures assume that the threshold is not adjusted for temperature.

**Other effects in a real cell**

The numbers above are meant to resemble an intermediate level in a Ge\(_2\)Sb\(_2\)Te\(_5\) mushroom cell, in which a small amorphous region covers a heater contact. They are rough typical values, not data for one device. An exponent near 0.1 is a rough figure for a strongly amorphized cell, and intermediate levels can have smaller ones. Doubling \(n\) halves \(\ln(t_c/t_1)\), so at the same margin 3325 s would shrink to \(\sqrt{3325}\approx58\) s. Real devices also break the assumption of constant temperature; in the model above, where the whole resistance has an activation energy of 0.30 eV, reading 5 K below or above the relaxation temperature moves the crossing from about an hour to a minute or to two days.

Part of the cell may not drift. Let 10 kΩ of the total be a constant series resistance, and let \(n=0.05\) describe the amorphous part alone. That part starts at 190 kΩ and must reach 290 kΩ. The ratio is 1.526 instead of 1.5, and the crossing time is \(1.526^{20}\), or about 4700 s. If 0.05 had been fitted to the whole cell, the correction would have to be worked out anew, because the fit would already contain part of it.

A parallel path can matter more. A complete amorphous shell 20 nm thick around a contact of radius 10 nm would give 200 kΩ only with a resistivity near 2 Ω cm. That is low for amorphous Ge\(_2\)Sb\(_2\)Te\(_5\), so part of the current in such a level may bypass the amorphous region. Take 400 kΩ of amorphous material with exponent 0.1 in parallel with a fixed 400 kΩ. At 1 s the cell has 200 kΩ and a local exponent of 0.05, as in the exercise. To reach 300 kΩ the amorphous part must grow to 1200 kΩ, which takes \(3^{10}\approx5.9\times10^4\) s, and the cell can never exceed 400 kΩ. If only the amorphous part is thermally activated, reads at 295 K and 305 K give about 7100 s and \(4.9\times10^5\) s.

The read voltage matters because conduction is not perfectly linear. In a simple hopping model, a voltage \(V\) across thickness \(u\) lowers the barrier for a forward hop of length \(a\) by \(qVa/2u\), where \(q\) is the elementary charge, and raises it by the same amount for a backward hop. The difference of the two rates gives

\[
I\propto e^y-e^{-y}=2\sinh y,
\qquad y=\frac{qVa}{2ukT}.
\]

The conductance \(I/V\) is therefore larger than its low-voltage value by the factor \(\sinh y/y\). For \(V=0.10\) V, \(u=20\) nm and \(a=5\) nm, this factor is 1.039. Without series resistance, it cancels from \(r\) if all reads use the same voltage, the threshold is defined at that voltage, and the hop length \(a\) does not change as the material relaxes. If later reads use 10 percent more voltage, the conductance rises by a further 0.81 percent. The measured resistance is lower, and the crossing is delayed to about 3900 s. These figures assume a uniform field. For a hemispherical shell of the same thickness around a contact of radius 10 nm, the factor is 1.09, the further rise is about 1.5 percent, and the crossing moves to about 4500 s.

Reading also heats the cell. The power \(V^2/R\) is 0.05 µW at the start. With a rough thermal resistance of 2 K/µW and steady heating, the temperature rise is 0.10 K at the start and 0.067 K at the threshold. The later read is thus 0.033 K cooler. For a small temperature drop \(\Delta T\), the first term of the temperature formula is about \(E_{a1}\Delta T/(kT^2)\). Dividing it by \(n\) gives the change in \(\ln t_c\), and the crossing comes about 2.5 percent earlier.

Two other processes are remote here. The average read field is \(0.10\ {\rm V}/20\ {\rm nm}=0.05\) MV/cm, a tenth of a rough switching field of 0.5 MV/cm, at which the amorphous region would become highly conducting. The field is higher near a small contact: for a hemispherical shell of this thickness around a contact of radius 10 nm, it reaches 0.15 MV/cm for ohmic conduction and about 0.13 MV/cm with the \(\sinh\) law above, still well below the switching field. For crystallization, assume a lifetime of ten years at 358 K and an activation energy of 2.5 eV. Extending the Arrhenius law to 300 K makes \(t_c\) about \(2\times10^{-12}\) of the crystallization time. The extrapolation is long, but the gap is so wide that crystallization can be ignored in this example.

**What margin would last ten years?**

The drift law can also be solved for the margin. Ten years is \(3.156\times10^8\) s, so a cell first read at 1 s needs

\[
r=\left(3.156\times10^8\right)^{0.05}=2.66 .
\]

For \(R_1=200\) kΩ, the threshold would have to be at 532 kΩ. This holds for a constant exponent of 0.05, constant temperature and error-free reads; a practical margin must also cover the spread of \(n\) and the temperature range. Raising \(r\) from 1.5 to 2.66 extends the time from under an hour to ten years because time grows as the twentieth power of the margin. The same twentieth power makes the predicted time so sensitive to small errors.
